# How much time step better excitation generators gain in FCIQMC: a program that tests the result

```python
# FCIQMC time-step limits.  Mean map c' = [1 - tau (H - S)] c is stable iff tau < 2/(Emax - E0).
# Spawning: target j drawn with p(j|D), x = tau|H_jD|/p, children n = x stochastically rounded.
# W_D = sum_j |H_jD|.  E[n^2] = tau W_D iff all x <= 1, so tau_sp = 1/R, R = max|H|/p >= max W_D.
# With uniform singles (max ratio Rs) and a doubles generator (max ratio Rd): tau = 1/(Rs+Rd).
# Doubles generators: U uniform; CSJ/CSK Cauchy-Schwarz weights sqrt(J_ia)/sqrt(K_ia);
# HBu/HBw precomputed heat bath, electron pair uniform / weighted by S_ij = sum_ab |<ij||ab>|.
import numpy as np
from types import SimpleNamespace
from collections import defaultdict
from itertools import combinations, permutations
from scipy.constants import physical_constants
from scipy.optimize import linprog
from scipy.linalg import block_diag
from pyscf import gto, scf, ao2mo, symm, fci
from pyscf.fci import cistring
scf.hf.MUTE_CHKFILE = True
EH = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(7)
GENS = ['U', 'CSJ', 'CSK', 'HBu', 'HBw']
BOND, SPACING, TINY = 1.13, 20.0, 1e-10

def build(mol, ao, C, ncore, sym, eps):
    dm = 2*C[:, :ncore] @ C[:, :ncore].T
    vj, vk = scf.hf.dot_eri_dm(ao, dm, hermi=1)
    hc = scf.hf.get_hcore(mol); veff = vj - 0.5*vk
    Ca = C[:, ncore:]; n = Ca.shape[1]; r = np.arange(n)
    eri = ao2mo.restore(1, ao2mo.incore.full(ao, Ca), n)
    Sab = np.zeros((n, n)); Saa = np.zeros((n, n))
    for i in range(n):
        A = np.abs(eri[i]); A[i] = 0; A[:, r, r] = 0; Sab[i] = A.sum((0, 2))
        A = np.abs(eri[i] - eri[i].transpose(2, 1, 0))
        A[i] = 0; A[:, :, i] = 0; A[r, r, :] = 0; A[:, r, r] = 0; Saa[i] = 0.5*A.sum((0, 2))
    J = np.einsum('ppqq->pq', eri).copy(); K = np.einsum('pqpq->pq', eri).copy()
    return SimpleNamespace(n=n, h=Ca.T @ (hc+veff) @ Ca, eri=eri, sym=np.asarray(sym)[ncore:],
        eps=eps[ncore:], Sab=Sab, Saa=Saa, J=J, K=K, nocc=mol.nelectron//2-ncore,
        v={'CSJ': np.sqrt(np.abs(J)), 'CSK': np.sqrt(np.abs(K))},
        Jt=np.einsum('pqkk->pqk', eri).copy(), Kt=np.einsum('pkkq->pqk', eri).copy(),
        ecore=mol.energy_nuc() + np.sum(dm*(hc+0.5*veff)))

def co(basis):
    mol = gto.M(atom=f'C 0 0 0; O 0 0 {BOND}', basis=basis, symmetry=True,
                symmetry_subgroup='C2v', verbose=0)
    ao = mol.intor('int2e', aosym='s8'); mf = scf.RHF(mol); mf._eri = ao; mf.conv_tol = 1e-11
    mf.kernel(); assert mf.converged
    sym = symm.label_orb_symm(mol, mol.irrep_id, mol.symm_orb, mf.mo_coeff)
    s = build(mol, ao, np.asarray(mf.mo_coeff), 2, sym, mf.mo_energy)
    hf = np.arange(s.nocc); assert abs(diag(s, hf, hf) + s.ecore - mf.e_tot) < 1e-8
    return s

def diag(s, oa, ob):
    o = np.concatenate([oa, ob])
    return (s.h[o, o].sum() + 0.5*s.J[np.ix_(o, o)].sum()
            - 0.5*s.K[np.ix_(oa, oa)].sum() - 0.5*s.K[np.ix_(ob, ob)].sum())

def sdiv(x, y):
    x, y = np.broadcast_arrays(x, y)
    return np.divide(x, y, out=np.zeros(x.shape), where=y > 1e-300)

def singles(s, oa, ob):
    al = np.concatenate([oa, ob]); out = []
    for o, off in ((oa, 0), (ob, s.n)):
        v = np.setdiff1d(np.arange(s.n), o)
        F = s.h[np.ix_(o, v)] + s.Jt[np.ix_(o, v, al)].sum(2) - s.Kt[np.ix_(o, v, o)].sum(2)
        i, a = np.nonzero(s.sym[o][:, None] == s.sym[v][None, :])
        out.append((np.abs(F[i, a]), o[i]+off, v[a]+off))
    return [np.concatenate(x) for x in zip(*out)]

def doubles(s, oa, ob):
    n = s.n; N = len(oa)+len(ob); npair = N*(N-1)/2
    sp = [(o, np.setdiff1d(np.arange(n), o), off) for o, off in ((oa, 0), (ob, n))]
    Stot = s.Sab[np.ix_(oa, ob)].sum() + sum(np.triu(s.Saa[np.ix_(o, o)], 1).sum() for o in (oa, ob))
    Hs, keys, p, zmax = [], [], {g: [] for g in GENS}, {'CSJ': 0., 'CSK': 0.}
    for x, y in ((0, 0), (1, 1), (0, 1)):
        (o1, v1, f1), (o2, v2, f2) = sp[x], sp[y]
        E = s.eri[np.ix_(o1, v1, o2, v2)]
        m = ((s.sym[o1][:, None] ^ s.sym[v1][None, :])[:, :, None, None]
             == (s.sym[o2][:, None] ^ s.sym[v2][None, :])[None, None])
        if x == y:
            E = E - E.transpose(0, 3, 2, 1)
            m = m & (o1[:, None] < o2[None, :])[:, None, :, None] & (v1[:, None] < v2[None, :])[None, :, None, :]
        i, a, j, b = idx = np.nonzero(m); H = np.abs(E[idx]); Hs.append(H)
        keys.append(np.array([o1[i]+f1, o2[j]+f2, v1[a]+f1, v2[b]+f2]))
        p['U'].append(1/(npair*m.sum((1, 3))[i, j]))
        p['HBu'].append(sdiv(H, npair*(s.Saa if x == y else s.Sab)[o1[i], o2[j]]))
        p['HBw'].append(H/Stot)
        same1 = (s.sym[v1][:, None] == s.sym[v1][None, :])*1.0
        same2 = (s.sym[v2][:, None] == s.sym[v2][None, :])*1.0
        for g, w in s.v.items():
            V1, V2 = w[np.ix_(o1, v1)], w[np.ix_(o2, v2)]
            P1, P2 = V1/V1.sum(1)[:, None], V2/V2.sum(1)[:, None]
            zmax[g] = max(zmax[g], V1.sum(1).max(), V2.sum(1).max())
            if x == y:
                cond = sdiv(V1[:, None, :], (V1 @ same1)[:, None, :] - same1[None]*V1[:, :, None])
                q = P1[i, a]*cond[j, a, b] + P1[j, b]*cond[i, b, a] + P1[i, b]*cond[j, b, a] + P1[j, a]*cond[i, a, b]
            else:
                q = P1[i, a]*sdiv(V2, V2 @ same2)[j, b] + P2[j, b]*sdiv(V1, V1 @ same1)[i, a]
            p[g].append(q/(N*(N-1)))
    H = np.concatenate(Hs); p = {g: np.concatenate(p[g]) for g in GENS}; k = H > TINY
    R = {g: (H[k]/p[g][k]).max() for g in GENS}
    for g in GENS: assert p[g].sum() < 1+1e-9 and R[g] >= H.sum()*(1-1e-8)
    for g in zmax: assert R[g] <= npair*zmax[g]**2*(1+1e-9)
    return H, np.concatenate(keys, 1), p, R, Stot

def excite(s, oa, ob, key):
    o = (set(oa.tolist()) | set((ob+s.n).tolist())) ^ set(int(k) for k in key)
    o = np.array(sorted(o)); return o[o < s.n], o[o >= s.n]-s.n

def sample(s):
    hf = np.arange(s.nocc); H, key = doubles(s, hf, hf)[:2]; e = s.eps[key % s.n]
    dets = [(hf, hf)]
    for k in np.argsort(-np.round(H/(e[2]+e[3]-e[0]-e[1]), 9), kind='stable')[:40]:
        d = excite(s, hf, hf, key[:, k]); H2, key2 = doubles(s, *d)[:2]
        dets += [d, excite(s, *d, key2[:, rng.choice(len(H2), p=H2/H2.sum())])]
    return dets

def survey(s, dets):
    Rs, W, Rd = 0., 0., dict.fromkeys(GENS, 0.)
    for d in dets:
        h1 = singles(s, *d)[0]; H, _, _, R, _ = doubles(s, *d)
        Rs = max(Rs, len(h1)*h1.max(initial=0.)); W = max(W, h1.sum()+H.sum())
        Rd = {g: max(Rd[g], R[g]) for g in GENS}
    tau = {g: 1/(Rs+Rd[g]) for g in GENS}; tau['ideal'] = 1/W
    assert all(tau['ideal'] >= tau[g]*(1-1e-9) for g in GENS)
    return Rs, Rd, W, tau

def report(name, s, dets):
    Rs, Rd, W, tau = survey(s, dets); hf = np.arange(s.nocc); top = np.arange(s.n-s.nocc, s.n)
    H, _, _, R0, St = doubles(s, hf, hf); gap = diag(s, top, top)-diag(s, hf, hf)
    print(f'{name}: {s.n} active orbitals, maxima over {len(dets)} determinants')
    print(f' HF doubles {len(H)}, max|H| {H.max()*EH:.3f} eV, mean|H| {H.mean()*EH:.4f} eV, max/mean {H.max()/H.mean():.1f}')
    print(f' HF: W_d {H.sum()*EH:.1f} eV, sum S {St*EH:.1f} eV, HBw acceptance {H.sum()/St:.3f}')
    print(f' Rs {Rs*EH:.1f} eV; H_top-H_HF {gap*EH:.1f} eV, tau_stab est {2/gap/EH:.3e} 1/eV')
    for g in GENS:
        print(f' {g:4s}Rd(HF) {R0[g]*EH:.0f} Rd {Rd[g]*EH:.0f} eV ps {Rs/(Rs+Rd[g]):.3f} tau {tau[g]/EH:.3e} 1/eV gain {tau[g]/tau["U"]:.2f}')
    print(f' ideal W max {W*EH:.0f} eV tau {tau["ideal"]/EH:.3e} 1/eV gain {tau["ideal"]/tau["U"]:.2f}')
    return Rs, Rd, tau, gap

def tree(s, oa, ob):  # probabilities by walking every branch of each generator in spin orbitals
    n = s.n; occ = list(oa)+[q+n for q in ob]; emp = [q for q in range(2*n) if q not in occ]
    sy = lambda q: s.sym[q % n]
    c = lambda p, r, q, t: s.eri[p % n, r % n, q % n, t % n] if p//n == r//n and q//n == t//n else 0.
    el = lambda i, j, a, b: abs(c(i, a, j, b)-c(i, b, j, a))
    out = {g: defaultdict(float) for g in GENS}; prs = list(combinations(occ, 2))
    S = {ij: sum(el(*ij, a, b) for a, b in combinations([q for q in range(2*n) if q not in ij], 2)) for ij in prs}
    Stot = sum(S.values())
    for i, j in prs:
        ok = [(a, b) for a, b in combinations(emp, 2) if a//n+b//n == i//n+j//n and sy(i) ^ sy(j) == sy(a) ^ sy(b)]
        for a, b in ok:
            out['U'][i, j, a, b] += 1/len(prs)/len(ok); cnd = el(i, j, a, b)/S[i, j]
            out['HBu'][i, j, a, b] += cnd/len(prs); out['HBw'][i, j, a, b] += cnd*S[i, j]/Stot
    for g, w in s.v.items():
        for i, j in permutations(occ, 2):
            As = [a for a in emp if a//n == i//n]; Z = sum(w[i % n, a % n] for a in As)
            for a in As:
                Bs = [b for b in emp if b//n == j//n and b != a and sy(b) == sy(i) ^ sy(j) ^ sy(a)]
                Y = sum(w[j % n, b % n] for b in Bs)
                for b in Bs:
                    out[g][min(i, j), max(i, j), min(a, b), max(a, b)] += w[i % n, a % n]/Z*w[j % n, b % n]/Y/(2*len(prs))
    return out

print(f'CO, bond {BOND} angstrom, RHF orbitals, 2 core orbitals frozen; 1 hartree = {EH:.4f} eV')
s = co('sto-3g'); n = s.n
occs = np.asarray(cistring.gen_occslst(range(n), s.nocc))
ssym = np.bitwise_xor.reduce(s.sym[occs], axis=1); ns = len(occs)
addr, Hall = fci.direct_spin1.pspace(s.h, s.eri, n, (s.nocc, s.nocc), np=ns*ns+10)
assert np.array_equal(addr, np.arange(ns*ns))
sec = np.nonzero((ssym[:, None] == ssym[None, :]).ravel())[0]; dim = len(sec)
H = Hall[np.ix_(sec, sec)]; del Hall
dets = [(occs[k//ns], occs[k % ns]) for k in sec]
bits = [int((1 << a).sum() + (1 << (b+n)).sum()) for a, b in [(x.astype(np.int64), y.astype(np.int64)) for x, y in dets]]
look = -np.ones(1 << 2*n, int); look[bits] = np.arange(dim)
mine = np.zeros((dim, dim)); Ps = np.zeros((dim, dim)); Pd = {g: np.zeros((dim, dim)) for g in ('U', 'HBw')}
for k, d in enumerate(dets):
    h1, i, a = singles(s, *d); t = look[bits[k] ^ (1 << i.astype(np.int64)) ^ (1 << a.astype(np.int64))]
    assert (t >= 0).all(); mine[k, t] = h1; Ps[k, t] = 1/max(len(h1), 1)
    h2, key, p, _, _ = doubles(s, *d); t = look[bits[k] ^ (1 << key.astype(np.int64)).sum(0)]
    assert (t >= 0).all(); mine[k, t] = h2
    for g in Pd: Pd[g][k, t] = p[g]
    assert abs(diag(s, *d)-H[k, k]) < 1e-9
Hd = np.diag(H).copy(); Hoff = H-np.diag(Hd)
assert np.abs(mine-np.abs(Hoff)).max() < 1e-9
Hoff[np.abs(Hoff) <= TINY] = 0
ev, U = np.linalg.eigh(H); tstab = 2/(ev[-1]-ev[0]); ov = {}
for f in (0.98, 1.02):
    c = rng.normal(size=dim)
    for _ in range(2500):
        c = c - f*tstab*(H @ c - ev[0]*c); c /= np.linalg.norm(c)
    ov[f] = abs(c @ U[:, 0])
assert ov[0.98] > 1-1e-6 and ov[1.02] < 1e-6
print(f'STO-3G A1 space: {dim} determinants, E0-E_HF {(ev[0]-Hd[0])*EH:.4f} eV, Emax-E0 {(ev[-1]-ev[0])*EH:.1f} eV')
print(f' tau_stab {tstab/EH:.3e} 1/eV, death limit 1/max(H_DD-E0) {1/(Hd.max()-ev[0])/EH:.3e} 1/eV')
print(f' ground-state overlap at 0.98, 1.02 tau_stab: {ov[0.98]:.6f}, {ov[1.02]:.1e}')
Rs, Rd, tau, gap = report('STO-3G', s, dets); assert tstab <= 2/gap
ts = survey(s, sample(s))[3]
print(' tau(81-det sample)/tau(full): ' + ' '.join(f'{g} {ts[g]/tau[g]:.2f}' for g in tau))
nz = Hoff != 0; grid = np.linspace(0.002, 0.998, 499)
hz, pz, qz = np.abs(Hoff[nz]), Ps[nz], Pd['U'][nz]
scan = np.array([1/(hz/(q*pz+(1-q)*qz)).max() for q in grid])
assert tau['U']*0.97 < scan.max() <= tau['U']*(1+1e-9)   # 3 % allows for the grid spacing in ps
row = np.abs(Hoff[0][nz[0]]); m = len(row); W0 = row.sum()
lp = linprog(np.r_[np.zeros(m), -1], A_ub=np.block([[-np.eye(m), row[:, None]], [np.ones((1, m)), np.zeros((1, 1))]]),
             b_ub=np.r_[np.zeros(m), 1])
assert abs(lp.x[-1]*W0-1) < 1e-6
print(f' ps scan best tau(U) {scan.max()/EH:.3e} 1/eV; HF row: LP tau {lp.x[-1]/EH:.4e}, 1/W {1/W0/EH:.4e} 1/eV')
P = {g: Rs/(Rs+Rd[g])*Ps + Rd[g]/(Rs+Rd[g])*Pd[g] for g in Pd}
thr = {g: 1/(row/P[g][0][nz[0]]).max() for g in P}; M = 1000000
for g, t in (('U', 0.9*min(thr.values())), ('HBw', 0.9*min(thr.values())), ('U', 4*thr['U'])):
    p = P[g][0][nz[0]]; x = np.r_[t*row/p, 0.]; pp = np.r_[p, max(1-p.sum(), 0)]; pp /= pp.sum()
    nk = np.floor(x[rng.choice(m+1, M, p=pp)] + rng.random(M)); fl = np.floor(x); fr = x-fl
    th2 = pp @ (fl**2+2*fl*fr+fr); s1, s2 = nk.std()/M**.5, (nk**2).std()/M**.5
    assert abs(nk.mean()-t*W0) < 5*s1 and abs((nk**2).mean()-th2) < 5*s2
    if t < thr[g]: assert abs((nk**2).mean()-t*W0) < 5*s2 and nk.max() == 1
    else: assert (nk**2).mean()-t*W0 > 5*s2
    print(f' HF row {g}: tau {t/EH:.3e} 1/eV, max x {x.max():.2f}, E[n2]/(tau W) MC {(nk**2).mean()/t/W0:.3f} formula {th2/t/W0:.3f}')
t = min(3*tau['U'], 0.5*tstab); assert t > tau['U']
X = (-t*sdiv(Hoff, P['U'])).ravel(); Pf = P['U']+np.diag(np.clip(1-P['U'].sum(1), 0, None))
cum = np.cumsum(Pf, 1); flat = (cum/cum[:, -1:]+np.arange(dim)[:, None]).ravel()
c = np.zeros(dim); c[0] = 2000; S = Hd[0]; Nold = 2000.; target = 5000; rec = []; big = 0
for step in range(1600):
    par = np.repeat(np.arange(dim), np.abs(c).astype(int))
    k = np.minimum(np.searchsorted(flat, par+rng.random(len(par)), side='right'), dim*dim-1)
    nk = np.floor(np.abs(X[k])+rng.random(len(par))); big = max(big, nk.max())
    born = np.bincount(k % dim, weights=np.sign(c[par])*np.sign(X[k])*nk, minlength=dim)
    c = c - np.sign(c)*np.floor(t*(Hd-S)*np.abs(c)+rng.random(dim)) + born
    Nw = np.abs(c).sum(); S -= 0.08/t*np.log(Nw/Nold)+0.0016/t*np.log(Nw/target); Nold = Nw
    if step >= 400: rec.append((Hoff[0] @ c, c[0]))
rec = np.array(rec); blk = rec.reshape(20, -1, 2).sum(1); ec = rec[:, 0].sum()/rec[:, 1].sum()
err = (blk[:, 0]/blk[:, 1]).std(ddof=1)/20**.5
assert big >= 2 and err < 2e-3 and abs(ec-(ev[0]-Hd[0])) < 5*err
print(f' FCIQMC, U, {target} walkers, tau {t/EH:.3e} 1/eV = {t/tau["U"]:.2f} tau(U) = {t/tstab:.2f} tau_stab')
print(f' largest spawn {int(big)}, projected E-E_HF {ec*EH:.4f} +- {err*EH:.4f} eV')

s = co('cc-pvdz'); dets = sample(s); w = s.v['CSK']; y = s.sym
assert (s.K <= s.J+1e-10).all()
assert (np.abs(s.eri) <= w[:, :, None, None]*w[None, None]+1e-10).all()
xo = y[:, None] ^ y[None, :]
assert np.abs(s.eri[xo[:, :, None, None] != xo[None, None]]).max() < 1e-9
Hx, key, p, _, _ = doubles(s, *dets[2]); tr = tree(s, dets[2][0].tolist(), dets[2][1].tolist())
for g in GENS:
    assert len(tr[g]) == len(Hx)
    assert np.abs(np.array([tr[g][tuple(q)] for q in key.T.tolist()])-p[g]).max() < 1e-12
report('cc-pVDZ', s, dets)
s = co('cc-pvtz'); tau = report('cc-pVTZ', s, sample(s))[2]; del s
print(' tau in 1/hartree: ' + ' '.join(f'{g} {tau[g]:.2e}' for g in tau))

mf = scf.RHF(gto.M(atom=f'C 0 0 0; O 0 0 {BOND}', basis='sto-3g', verbose=0)).run(conv_tol=1e-11)
chain = {}
for L in (1, 2, 4):
    mol = gto.M(atom=';'.join(f'C {SPACING*k} 0 0; O {SPACING*k} 0 {BOND}' for k in range(L)), basis='sto-3g', verbose=0)
    C = np.hstack([block_diag(*[mf.mo_coeff[:, a:b]]*L) for a, b in ((0, 2), (2, 7), (7, 10))])
    assert np.abs(C.T @ mol.intor('int1e_ovlp') @ C-np.eye(10*L)).max() < 1e-8
    q = build(mol, mol.intor('int2e', aosym='s8'), C, 2*L, np.zeros(10*L, int), np.zeros(10*L))
    hf = np.arange(q.nocc); out = doubles(q, hf, hf); chain[L] = dict(out[3], ideal=out[0].sum())
print(f'L CO molecules {SPACING} angstrom apart, STO-3G, no symmetry, reference determinant')
slope = {g: np.log2(chain[4][g]/chain[2][g]) for g in chain[1]}
for g in slope:
    print(f' {g:5s} Rd(L=1,2,4) {chain[1][g]*EH:.0f} {chain[2][g]*EH:.0f} {chain[4][g]*EH:.0f} eV, exponent {slope[g]:.2f}')
for g, e in (('U', 4), ('CSK', 2), ('HBu', 2), ('HBw', 1), ('ideal', 1)):
    assert abs(slope[g]-e) < 0.15   # N(N-1)/2 is not a pure power at N = 20, 40
assert slope['CSJ'] > slope['CSK']+0.3
print('success')
```

Output:

```
CO, bond 1.13 angstrom, RHF orbitals, 2 core orbitals frozen; 1 hartree = 27.2114 eV
STO-3G A1 space: 792 determinants, E0-E_HF -3.7792 eV, Emax-E0 249.6 eV
 tau_stab 8.012e-03 1/eV, death limit 1/max(H_DD-E0) 4.923e-03 1/eV
 ground-state overlap at 0.98, 1.02 tau_stab: 1.000000, 4.4e-17
STO-3G: 8 active orbitals, maxima over 792 determinants
 HF doubles 75, max|H| 4.452 eV, mean|H| 1.3485 eV, max/mean 3.3
 HF: W_d 101.1 eV, sum S 396.1 eV, HBw acceptance 0.255
 Rs 152.9 eV; H_top-H_HF 199.3 eV, tau_stab est 1.003e-02 1/eV
 U   Rd(HF) 601 Rd 1372 eV ps 0.100 tau 6.557e-04 1/eV gain 1.00
 CSJ Rd(HF) 603 Rd 1499 eV ps 0.093 tau 6.055e-04 1/eV gain 0.92
 CSK Rd(HF) 354 Rd 966 eV ps 0.137 tau 8.936e-04 1/eV gain 1.36
 HBu Rd(HF) 1081 Rd 1081 eV ps 0.124 tau 8.103e-04 1/eV gain 1.24
 HBw Rd(HF) 396 Rd 423 eV ps 0.265 tau 1.736e-03 1/eV gain 2.65
 ideal W max 227 eV tau 4.396e-03 1/eV gain 6.70
 tau(81-det sample)/tau(full): U 1.35 CSJ 1.51 CSK 1.25 HBu 1.02 HBw 1.07 ideal 1.29
 ps scan best tau(U) 6.544e-04 1/eV; HF row: LP tau 9.8876e-03, 1/W 9.8876e-03 1/eV
 HF row U: tau 1.347e-03 1/eV, max x 0.90, E[n2]/(tau W) MC 1.000 formula 1.000
 HF row HBw: tau 1.347e-03 1/eV, max x 0.73, E[n2]/(tau W) MC 0.999 formula 1.000
 HF row U: tau 5.988e-03 1/eV, max x 4.00, E[n2]/(tau W) MC 1.552 formula 1.548
 FCIQMC, U, 5000 walkers, tau 1.967e-03 1/eV = 3.00 tau(U) = 0.25 tau_stab
 largest spawn 3, projected E-E_HF -3.7975 +- 0.0145 eV
cc-pVDZ: 26 active orbitals, maxima over 81 determinants
 HF doubles 4065, max|H| 2.866 eV, mean|H| 0.2901 eV, max/mean 9.9
 HF: W_d 1179.3 eV, sum S 1885.6 eV, HBw acceptance 0.625
 Rs 877.8 eV; H_top-H_HF 1022.7 eV, tau_stab est 1.956e-03 1/eV
 U   Rd(HF) 17414 Rd 20912 eV ps 0.040 tau 4.589e-05 1/eV gain 1.00
 CSJ Rd(HF) 19381 Rd 23958 eV ps 0.035 tau 4.027e-05 1/eV gain 0.88
 CSK Rd(HF) 8143 Rd 10348 eV ps 0.078 tau 8.908e-05 1/eV gain 1.94
 HBu Rd(HF) 4121 Rd 4121 eV ps 0.176 tau 2.001e-04 1/eV gain 4.36
 HBw Rd(HF) 1886 Rd 2016 eV ps 0.303 tau 3.456e-04 1/eV gain 7.53
 ideal W max 1399 eV tau 7.148e-04 1/eV gain 15.57
cc-pVTZ: 58 active orbitals, maxima over 81 determinants
 HF doubles 25657, max|H| 2.548 eV, mean|H| 0.1360 eV, max/mean 18.7
 HF: W_d 3490.0 eV, sum S 4558.7 eV, HBw acceptance 0.766
 Rs 2305.3 eV; H_top-H_HF 2390.2 eV, tau_stab est 8.368e-04 1/eV
 U   Rd(HF) 93434 Rd 120802 eV ps 0.019 tau 8.123e-06 1/eV gain 1.00
 CSJ Rd(HF) 111466 Rd 136366 eV ps 0.017 tau 7.211e-06 1/eV gain 0.89
 CSK Rd(HF) 36345 Rd 40776 eV ps 0.054 tau 2.321e-05 1/eV gain 2.86
 HBu Rd(HF) 9255 Rd 9255 eV ps 0.199 tau 8.650e-05 1/eV gain 10.65
 HBw Rd(HF) 4559 Rd 4865 eV ps 0.322 tau 1.395e-04 1/eV gain 17.17
 ideal W max 3785 eV tau 2.642e-04 1/eV gain 32.52
 tau in 1/hartree: U 2.21e-04 CSJ 1.96e-04 CSK 6.32e-04 HBu 2.35e-03 HBw 3.79e-03 ideal 7.19e-03
L CO molecules 20.0 angstrom apart, STO-3G, no symmetry, reference determinant
 U     Rd(L=1,2,4) 1325 22384 367571 eV, exponent 4.04
 CSJ   Rd(L=1,2,4) 1364 8538 59672 eV, exponent 2.81
 CSK   Rd(L=1,2,4) 737 3110 12767 eV, exponent 2.04
 HBu   Rd(L=1,2,4) 1150 4856 19933 eV, exponent 2.04
 HBw   Rd(L=1,2,4) 478 957 1914 eV, exponent 1.00
 ideal Rd(L=1,2,4) 133 265 530 eV, exponent 1.00
success
```
